# Weight-Average Cluster Size in Loop-Free Condensation Below the Gel Point

## The question a resist raises

A film of metal-oxo cages can start out soluble because its cages are separate molecules. Exposure removes organic ligands, and the sites left behind can link neighbouring cages through condensation. A little linking gives pairs and triples; more of it gives large branched molecules and finally a network through the whole film. How large are the molecules after a given fraction of the sites has reacted?

The answer depends on how one averages. Picking a molecule at random gives much weight to the many cages still alone. Picking a cage at random and asking how large its molecule is gives the average that grows without limit at gelation. It is this second average that is found here.

## Model and definitions

Start with $N$ identical cages, called units, each carrying $f\ge2$ equivalent reactive groups. A bond joins two groups on different units and uses up both. The conversion $p$ is the fraction of all $fN$ groups that have been used. Since each bond uses two groups, the number of bonds is

$$
B=\frac{fNp}{2}.
$$

Three assumptions define the model:

1. Every pair of free groups on different molecules is equally likely to form the next bond. Distance and previous reactions of a unit play no part, so this is a mean-field model.
2. No bond joins two groups of the same molecule. Every molecule is therefore a tree.
3. $N$ tends to infinity at fixed $p$, below the gel point.

Let $Nc_n$ be the number of molecules made of $n$ units. Every unit belongs to some molecule, so $\sum_n nc_n=1$. A randomly chosen unit lies in an $n$-unit molecule with probability $nc_n$, and the weight-average size is

$$
X_w=\sum_n n\,(nc_n)=\sum_n n^2c_n .
$$

Size is counted in units. This equals a mass average if the mass lost on bonding can be neglected, a point taken up below. The claim to be shown is

$$
X_w=\frac{1+p}{1-(f-1)p},\qquad 0\le p<\frac1{f-1}.
$$

All quantities in it are dimensionless.

## Counting free groups

A tree of $n$ units has $n-1$ bonds: begin with one unit, and each further unit brings one bond. These bonds use $2(n-1)$ of the $fn$ groups, leaving

$$
s_n=fn-2(n-1)=(f-2)n+2
$$

free groups. The number of free groups per original unit is

$$
S=\sum_n s_nc_n=f(1-p),
$$

by the definition of $p$. Each bond also lowers the number of molecules by one, so

$$
\sum_n c_n=\frac{N-B}{N}=1-\frac{fp}{2}.
$$

The number-average size, units divided by molecules, is therefore $X_n=1/(1-fp/2)$.

## What one bond does

When molecules of sizes $i$ and $j$ join, the sum of squared sizes over all molecules rises by

$$
(i+j)^2-i^2-j^2=2ij .
$$

Choose the two groups one after the other. Each belongs to a molecule of size $n$ with probability $s_nc_n/S$. For large $N$ the two choices are independent, and the mean rise is

$$
2\left(\frac{\sum_n n s_nc_n}{S}\right)^2 .
$$

The sum follows from the expression for $s_n$:

$$
\sum_n ns_nc_n=(f-2)\sum_n n^2c_n+2\sum_n nc_n=(f-2)X_w+2 .
$$

$X_w$ is the sum of squares divided by $N$, so one bond changes it on average by the mean rise divided by $N$. The same bond changes $p$ by $2/(fN)$. Dividing the two changes gives

$$
\frac{dX_w}{dp}=f\,\frac{[(f-2)X_w+2]^2}{S^2}
=\frac{[(f-2)X_w+2]^2}{f(1-p)^2},\qquad X_w(0)=1 .
$$

Independence neglects the rule against loops. The fraction of ordered group pairs lying inside one molecule is about

$$
\frac{N\sum_n s_n^2c_n}{N^2S^2}\le\frac{f^2X_w}{Nf^2(1-p)^2}=\frac{X_w}{N(1-p)^2},
$$

because $s_n\le fn$. It vanishes as $N\to\infty$ while $X_w$ is finite. The resulting error in the mean rise, and the random scatter of the rise, involve at most the fourth moment $\sum n^4c_n$. That moment is finite too: the third and fourth moments obey equations of the same kind, each linear in the moment itself, with coefficients that stay finite as long as the lower moments do. The total scatter of $X_w$ then shrinks as $N^{-1/2}$, and the differential equation holds in the limit.

## Solving the equation

Take $f>2$ first and set $Y=(f-2)X_w+2$. Then $Y(0)=f$ and

$$
\frac{dY}{dp}=(f-2)\frac{dX_w}{dp}=\frac{(f-2)Y^2}{f(1-p)^2}.
$$

Divide by $Y^2$ and integrate from zero conversion to $p$:

$$
\frac1f-\frac1Y=\frac{f-2}{f}\left(\frac1{1-p}-1\right)=\frac{(f-2)p}{f(1-p)} .
$$

Solving for $1/Y$,

$$
\frac1Y=\frac{(1-p)-(f-2)p}{f(1-p)}=\frac{1-(f-1)p}{f(1-p)} .
$$

Now return to $X_w=(Y-2)/(f-2)$:

$$
X_w=\frac{1}{f-2}\;\frac{f(1-p)-2+2(f-1)p}{1-(f-1)p}.
$$

The numerator is $f-2+(-f+2f-2)p=(f-2)(1+p)$. The factor $f-2$ cancels and the claimed formula remains.

For $f=2$ the molecules are chains and the equation reduces to $dX_w/dp=2/(1-p)^2$. Hence

$$
X_w=1+2\left(\frac1{1-p}-1\right)=\frac{1+p}{1-p},
$$

which is the same formula at $f=2$.

## The same result seen from one unit

Stand on a random unit and count the others by the number of bonds separating them from it. As loop attempts are a vanishing fraction, the bonds amount to a random set of disjoint pairs of groups. By symmetry the used groups are a random subset, paired at random.

Each of the $f$ groups of the starting unit is used with probability $p$, so the first shell holds $fp$ units on average. A unit in that shell was reached through one of its groups. Each of its other $f-1$ groups is used with probability $p$ and leads one bond further out. Every step outward therefore multiplies the mean number by $(f-1)p$, and shell $k$ holds

$$
fp\,[(f-1)p]^{k-1}
$$

units. Adding the starting unit and summing the geometric series,

$$
X_w=1+\frac{fp}{1-(f-1)p}=\frac{1-(f-1)p+fp}{1-(f-1)p}=\frac{1+p}{1-(f-1)p}.
$$

This shows what happens at $p_g=1/(f-1)$. Below it, each shell is smaller on average than the one before. At $p_g$ the shells no longer shrink and the sum diverges.

## Checks on the derivation

The first check follows every molecule size separately. Molecules of size $n$ are formed by joining smaller ones and lost by joining others:

$$
\frac{dc_n}{dp}=\frac{f}{S^2}\left[\frac12\sum_{i+j=n}s_ic_i\,s_jc_j-s_nc_nS\right].
$$

Integrated numerically for sizes up to 300 and summed, these equations give $X_w=4.000000$ for $f=2$, $p=0.6$, and $4.500000$ for $f=3$, $p=0.35$. Both agree with the formula to all digits shown.

The second check bonds 100 000 units at random and refuses loops. For $f=3$, $p=0.35$, ten runs give $4.495\pm0.016$, where the uncertainty is the standard error of the mean. The second and third shells hold 0.7347 and 0.5142 units, against 0.7350 and 0.5145 from the shell formula. On average 0.3 loop bonds were refused per run, beside 52 500 bonds made.

## Limits and sensitivity

At small conversion the shell sum gives $X_w=1+fp+f(f-1)p^2+\dots$. The first correction counts bonded neighbours and the second counts their further neighbours.

Near gelation, use the distance $\varepsilon=1-p/p_g=1-(f-1)p$. Then $p=(1-\varepsilon)/(f-1)$, so $1+p=(f-\varepsilon)/(f-1)$ and

$$
X_w=\frac{f}{(f-1)\varepsilon}-\frac1{f-1}.
$$

The divergence is thus a simple pole in $\varepsilon$. For $f>2$ the number average stays finite there:

$$
X_n(p_g)=\frac{1}{1-\dfrac{f}{2(f-1)}}=\frac{2(f-1)}{f-2},
$$

which is 2.2 for $f=12$. Most molecules are still small when a few very large ones dominate $X_w$.

Beyond $p_g$ the formula turns negative and has no meaning. The derivation has already failed: it needs a finite $X_w$ to make pairs inside one molecule negligible.

The response to a change of conversion follows from the quotient rule:

$$
\frac{dX_w}{dp}=\frac{[1-(f-1)p]+(f-1)(1+p)}{[1-(f-1)p]^2}=\frac{f}{[1-(f-1)p]^2}.
$$

Multiplying by $p/X_w$ gives the relative response,

$$
\frac{d\ln X_w}{d\ln p}=\frac{fp}{(1+p)[1-(f-1)p]} .
$$

## Example: a tin-oxo cage film

Take rough typical values for a resist of butyltin-oxo cages, each with twelve tin atoms carrying one butyl group apiece. Thus $f=12$. The film is 20 nm thick, holds 0.5 cages per nm³ and absorbs 0.012 per nm at a wavelength of 13.5 nm. The dose is 15 mJ/cm². The yield of three bonded groups per absorbed photon is a model choice, and conversion is taken proportional to dose.

The dose equals 936.2 eV/nm², and one photon carries 91.84 eV. The number of incident photons is

$$
\frac{936.2}{91.84}=10.19\ \text{nm}^{-2}.
$$

Near the top of the film, $10.19\times0.012=0.1223$ photons are absorbed per nm³. There are $12\times0.5=6$ groups per nm³, so

$$
p=\frac{3\times0.1223}{6}=0.0612 .
$$

The gel point is $p_g=1/11=0.0909$. Keeping one more digit of $p$, because the denominator is a difference,

$$
X_w=\frac{1+0.06116}{1-11\times0.06116}=\frac{1.0612}{0.3272}=3.24\ \text{cages}.
$$

The number average is 1.58 cages. The model's gel dose at the top of the film is $15\times0.0909/0.0612=22.3$ mJ/cm²; at the bottom, where absorption has weakened the light, it is $22.3\,e^{0.24}=28.3$ mJ/cm². With everything but the dose held fixed:

| Dose (mJ/cm²) | $p$ | $X_w$ (cages) |
|---|---|---|
| 5 | 0.020 | 1.32 |
| 10 | 0.041 | 1.89 |
| 15 | 0.061 | 3.24 |
| 20 | 0.082 | 10.5 |

At 15 mJ/cm² the relative response is 2.1, so a dose higher by 1 % raises $X_w$ by about 2.1 %. The last step of the table shows how this response steepens as $\varepsilon$ falls.

## What loops and crowding change

Real cages bond to cages nearby, and neighbours of one cage may also be neighbours of each other. To size this, place the cages on a face-centred cubic lattice, with one group facing each of the twelve nearest neighbours. Each link is bonded independently with probability $p$, and loops are allowed.

The tree formula is an upper bound for this lattice. Two cages are connected if at least one path without repeated cages has all its links bonded. There are at most $f(f-1)^{k-1}$ such paths of $k$ links from a given cage, and each is fully bonded with probability $p^k$. Summing over paths gives at most the shell sum found above. It overcounts in two ways: some of the counted routes would revisit a cage, and several paths may lead to the same cage. Both come from closed rings in the lattice.

At the example's $p$, the simulated lattice gives $X_w=2.96\pm0.01$, which is 9 % below the tree value. A film of 20 layers, with the link probability unchanged, gives $2.85\pm0.01$, or 12 % below. Part of the film's reduction comes from its surfaces, where a cage has eight neighbours instead of twelve.

The difference is larger at the tree gel point. There the lattice gives $9.55\pm0.09$ with 32 000 cages and $9.63\pm0.05$ with 256 000. The value does not grow noticeably in a box eight times larger, which indicates a finite $X_w$ where the tree formula diverges. On this lattice, gelation thus needs a higher conversion than $1/11$, and 22.3 mJ/cm² is too low as its gel dose.

## Other corrections for the same film

**Absorption.** At the bottom of the film the absorbed dose is lower by the factor $e^{-0.24}=0.79$, with reflection ignored. Then $p=0.048$ and the local $X_w$ is 2.23, which is 31 % below the value at the top. Averaging the local tree value over the depth, with $p\,e^{-0.012z}$ in place of $p$ and $z$ in nm, gives $1+\frac{12}{11\times0.24}\ln\frac{1-11\times0.04811}{1-11\times0.06116}=2.65$, or 18 % below the top value. These local values ignore the missing neighbours at the two surfaces.

**Photon noise.** A cube of side 5 nm absorbs on average $0.1223\times125=15.3$ photons. For independent arrivals the relative standard deviation is $1/\sqrt{15.3}=26\,\%$. Inserting conversions one standard deviation below and above the mean gives $X_w=2.09$ and $6.94$. The range is lopsided because the slope $f/\varepsilon^2$ rises with $p$. These numbers overstate the effect and are not a prediction for the cube, which holds about 60 cages and exchanges bonds with its surroundings. The model's random bonds already fluctuate. The cube holds about $62.5\times6\times0.0612\approx23$ bonds, whose count scatters by roughly $1/\sqrt{23}\approx21\,\%$ even when bonds are placed independently, and the formula for $X_w$ already includes this scatter. Only the excess that arises because one photon makes several bonds close together is new, but it need not be small. If the number of bonds per photon follows a Poisson distribution with mean 1.5 and all of them stay in the cube, the relative variances add, $1/23+1/15.3$: the count scatters by 33 % and the excess is the full 26 %. A steadier yield per photon, or bonds formed further from the absorption point, makes the excess smaller. Its effect on $X_w$ is not sized here.

**Depletion.** Suppose activating events fall at random on single groups, used or not, with a mean of $p$ per group, and every group hit at least once ends up bonded. A group then escapes with probability $e^{-p}$, and the conversion is $1-e^{-p}=0.0593$. This lowers $X_w$ to 3.05, or by 6 %. If instead each event picks a pair of groups and fails when either is already used, the conversion $q$ obeys $dq/dp=(1-q)^2$, so $q=p/(1+p)=0.0576$, and $X_w$ falls to 2.89, or by 11 %.

**Unequal sites.** The twelve tin atoms of the real cage are not equivalent: six are five-coordinate and six are six-coordinate, and their groups need not react equally. In the extreme case only six groups react. At the same number of bonds the formula then applies with $f=6$ and conversion $2p$, which gives $X_w=(1+2p)/(1-10p)=2.89$, or 11 % less, and a gel dose of $15/(10\times0.06116)=24.5$ mJ/cm².

**Lost mass.** Let a cage have mass $M_0=2500$ g/mol and let each bond expel two ligands of mass $m=57$ g/mol. An $n$-unit molecule then has mass

$$
M_n=nM_0-2(n-1)m=an+b,\qquad a=M_0-2m,\quad b=2m .
$$

Weighting by mass instead of by units, and using $\sum nc_n=1$,

$$
M_w=\frac{\sum M_n^2c_n}{\sum M_nc_n}
=\frac{a^2X_w+2ab+b^2\sum c_n}{a+b\sum c_n}.
$$

With $a=2386$, $b=114$ and $\sum c_n=1/1.58=0.633$, this gives 7740 g/mol, or 3.09 original cage masses. That is 5 % below the count of 3.24. Oxygen taken up in the new bridges would offset part of the loss.

## Reading the result for a real resist

The density, absorption and thickness above are rough values for this class of material. The yield is the least certain input, and it enters $p$ directly: at fixed dose, a yield of 4.5 instead of 3 would put the model just past its gel point. The dose scale should therefore be read as an illustration. At the example's dose, absorption lowers the tree value by 31 % from top to bottom and by 18 % on average over the depth. Loops and film surfaces together lower the film average by 12 %, and the outermost layers, with their missing neighbours, lose more than this average. Closer to the tree gel point the effect of loops grows without limit, since the lattice value stays finite where the formula diverges.

Three further departures are not sized. A bond needs two freed sites on neighbouring cages, so at low dose many freed sites find no partner and conversion need not be proportional to dose; if only facing sites could pair, the link probability would be the square of the freed fraction, and the dose response given above would not apply. A group's reactivity may change once its neighbours on the same cage have reacted, and the bonds caused by one photon lie close together instead of being spread at random. Nor does $X_w$ by itself say when a film stops dissolving; that also depends on the developer and on the chemistry of the unreacted groups. The main numerical values appear in the output below; the others follow from them by the arithmetic shown.

## Calculated quantities

```
Groups per cage f: 12; cage density: 0.5 nm^-3
Wavelength: 13.5 nm; photon energy: 91.84 eV
Dose: 15.0 mJ/cm2 = 936.2 eV/nm2
Absorption: 0.012 nm^-1; film thickness: 20.0 nm
Bonded groups per absorbed photon: 3.0
Incident photons: 10.194 nm^-2
Absorbed photons at film top: 0.1223 nm^-3
Conversion p: 0.06116; gel point: 0.09091
Weight-average size Xw: 3.2433 cages
Gel dose: 22.29 mJ/cm2
Dose 5 mJ/cm2: p = 0.02039, Xw = 1.315 cages
Dose 10 mJ/cm2: p = 0.04078, Xw = 1.887 cages
Dose 20 mJ/cm2: p = 0.08155, Xw = 10.509 cages
Populations f=2, p=0.60000: Xw = 4.000000, formula 4.000000
Populations f=3, p=0.35000: Xw = 4.500000, formula 4.500000
Populations f=12, p=0.06116: Xw = 3.243264, formula 3.243264
Number-average size Xn: 1.5797 cages
Relative change of Xw per relative change of dose: 2.114
Random bonding f=3: 100000 units, 10 runs, Xw = 4.495 +/- 0.016
  shell 2: 0.7347 (formula 0.7350); shell 3: 0.5142 (formula 0.5145)
  refused loop bonds per run: 0.3 of 52500 bonds
Random bonding f=12: 100000 units, 10 runs, Xw = 3.249 +/- 0.017
  shell 2: 0.4943 (formula 0.4938); shell 3: 0.3328 (formula 0.3323)
  refused loop bonds per run: 0.4 of 36699 bonds
Lattice: neighbour distance 1.414 nm, 20 layers of 1.000 nm
Lattice with loops, bulk: Xw = 2.961 +/- 0.008
Lattice with loops, film: Xw = 2.845 +/- 0.006
Lattice at tree gel point, 32000 cages: Xw = 9.55 +/- 0.09
Lattice at tree gel point, 256000 cages: Xw = 9.63 +/- 0.05
Film bottom: p = 0.04811, Xw = 2.226 cages
Photons absorbed in 5 nm cube: 15.29; relative noise 25.6 %
Shot noise minus one sigma: p = 0.04552, Xw = 2.094 cages
Shot noise plus one sigma: p = 0.07681, Xw = 6.941 cages
With group depletion: p = 0.05933, Xw = 3.050 cages
Cage mass 2500 g/mol, ligand 57 g/mol
Mass average with ligand loss: 7736 g/mol = 3.094 cage masses
```
